# Uehling s-level shift beyond contact order, compared with Wichmann–Kroll: a numerical check

```python
# Result under test (point nucleus, infinite mass, hbar = c = m = 1, x = Z alpha):
#   shift = (alpha/pi) x^4/n^3 * F
#   F_Uehling(ns) = -4/15 + (5 pi/48) x + O(x^2 ln x)
#   F_WichmannKroll = (19/45 - pi^2/27) x^2 at leading order
# kappa: Dirac angular number, k = |kappa|; E = i u: imaginary energy;
# r: radius in reduced Compton wavelengths; R: radial cutoff.
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import gamma, poch, factorial
from scipy import constants as const

# Spectral integral over t = cosh(y), with the Uehling weight w(t) dt.
step = 0.04
y = np.arange(0.0, 30.0, step)
t = np.cosh(y)
weight = step * np.tanh(y)**2 * (1 + 0.5 / t**2)


def spectral(values):
    return float(np.sum(weight * values))


def kummer_polynomial(degree, b):
    j = np.arange(degree + 1)
    return poch(-degree, j) / poch(b, j) / factorial(j)


def uehling_dirac(n, x):
    """Scaled first-order Uehling shift from the Dirac ns density."""
    nr = n - 1
    lam = np.sqrt(1 - x*x)
    big_n = np.sqrt(nr*nr + 2*nr*lam + 1)
    c = x / big_n
    energy = np.sqrt(1 - c*c)
    first = (big_n + 1) * kummer_polynomial(nr, 2*lam + 1)
    second = np.zeros(nr + 1)
    if nr > 0:
        second[:nr] = nr * kummer_polynomial(nr - 1, 2*lam + 1)
    large, small = first - second, first + second
    density = ((1 + energy) * np.convolve(large, large)
               + c*c / (1 + energy) * np.convolve(small, small))
    norm = sum(d * gamma(2*lam + 1 + j) for j, d in enumerate(density))
    value = sum(d * gamma(2*lam + j) * 2*c
                * spectral((c / (c + t))**(2*lam + j))
                for j, d in enumerate(density))
    return -2/3 * n**3 / x**3 * value / norm


def uehling_1s_closed(x):
    g = np.sqrt(1 - x*x)
    return -2/3 * x**(2*g - 2) / g * spectral((t + x)**(-2*g))


# The potential agrees with the one-loop Feynman-parameter expression.
q = 1.7
loop = quad(lambda s: s*(1-s)*np.log(1 + q*q*s*(1-s)), 0, 1)[0]
assert abs(2/3*spectral(1/(q*q + 4*t*t)) - 2*loop/q**2) < 1e-11

# Direct radial expectation value against the closed Dirac 1s expression.
x_test = 0.3
g_test = np.sqrt(1 - x_test**2)
norm_test = (2*x_test)**(2*g_test + 1) / gamma(2*g_test + 1)


def radial_integrand(r):
    return (norm_test * r**(2*g_test - 1) * np.exp(-2*x_test*r)
            * spectral(np.exp(-2*r*t)))


radial = sum(quad(radial_integrand, lo, hi, epsabs=1e-11, epsrel=1e-10)[0]
             for lo, hi in [(0, 0.1), (0.1, 1), (1, 25)])
direct_1s = -2/3 * radial / x_test**3
assert abs(direct_1s - uehling_1s_closed(x_test)) < 2e-7

# The first two coefficients hold for several Dirac s levels.
slope = 5*np.pi/48
slopes = []
for n in (1, 2, 3):
    def reduced_slope(x):
        return ((uehling_dirac(n, x) + 4/15)/x
                + 2/15*x*np.log(x**-2))
    h = 1e-3
    slopes.append(2*reduced_slope(h) - reduced_slope(2*h))
    assert abs(slopes[-1] - slope) < 2e-4

# Relativity changes the 1s result first at order x^2 ln(x).
h = 1e-3
nonrel = -2/3*spectral((t + h)**-2)
relativistic_part = (uehling_1s_closed(h) - nonrel)/h**2
log_moment = 77/150 - 2/5*np.log(2)
assert abs(relativistic_part
           + 2/3*(2/5*(0.5 - np.log(h)) + log_moment)) < 2e-2
constant_1s = 4/15*np.log(2) - 1289/1575
h = 1e-4
second_order = (uehling_1s_closed(h) + 4/15 - slope*h)/h**2
assert abs(second_order + 2/15*np.log(h**-2) - constant_1s) < 5e-3


def g_derivatives(k):
    return (mp.digamma(k) + mp.mpf(1)/(2*k),
            mp.polygamma(1, k) - mp.mpf(1)/(2*k*k),
            mp.polygamma(2, k) + mp.mpf(1)/k**3)


def third_order_moment(u, k, cutoff):
    """Large-cutoff x^3 coefficient of the r^2 trace, both signs of kappa."""
    e2 = -u*u
    c = mp.sqrt(1 + u*u)
    g0, g1, g2 = g_derivatives(k)
    local = (2*e2 + 0.5)/c**7 * (-mp.log(2*c*cutoff) + e2 + g0)
    wave = ((1 - k*k*(1 + 2*e2))/(2*c**5)
            * (-g1/(2*k) + g2*e2/(2*c*c)))
    pole = -3*e2/(4*c**7*k*k)
    surface = (0.25 + 2*e2 - 5*e2*e2/3)/c**7
    return 2*(local + wave + pole + surface)


def direct_moments(u, k):
    """Green functions and a Cauchy derivative; cutoffs are 40 and 80.
    Charge conjugation supplies the other half of the Cauchy circle."""
    radius = 0.25
    angles = np.pi/8 * np.array([-3, -1, 1, 3])
    energy = mp.mpc(0, u)
    c = mp.sqrt(1 + u*u)
    root_plus, root_minus = mp.sqrt(1 + energy), mp.sqrt(1 - energy)
    nodes, gauss = np.polynomial.legendre.leggauss(12)
    edges = [0, 1, 4, 12, 40, 80]
    pieces = []
    for lo, hi in zip(edges[:-1], edges[1:]):
        total = mp.mpf(0)
        for angle in angles:
            a = radius * mp.expj(float(angle))
            lam = mp.sqrt(k*k - a*a)
            delta = lam - a*energy/c
            b = 2*lam + 1
            for node, gw in zip(nodes, gauss):
                r = float((hi + lo)/2 + (hi - lo)/2*node)
                z = 2*c*r
                m0 = mp.hyp1f1(delta, b, z)
                m1 = delta*mp.hyp1f1(delta + 1, b, z)
                u0 = mp.hyperu(delta, b, z)
                u1 = delta*(delta + 1 - b)*mp.hyperu(delta + 1, b, z)
                trace = mp.mpf(0)
                for kappa in (-k, k):
                    p = a/c - kappa
                    gr = root_plus*(p*m0 + m1)
                    fr = -root_minus*(p*m0 - m1)
                    gd = root_plus*(p*u0 + u1)
                    fd = -root_minus*(p*u0 - u1)
                    trace += (gr*gd + fr*fd)/(gr*fd - fr*gd)
                term = trace*mp.expj(-3*float(angle))/radius**3
                total += float(gw)*(hi - lo)/2*r*r*mp.re(term)/4
        pieces.append(total)
    return sum(pieces[:4]), sum(pieces)


green_checks = []
for u, k in ((0.6, 1), (0.9, 2)):
    near, far = direct_moments(u, k)
    d_near = near - third_order_moment(u, k, 40)
    d_far = far - third_order_moment(u, k, 80)
    # The leading cutoff error is proportional to R^-2.
    corrected_error = (4*d_far - d_near)/3
    assert abs(corrected_error) < 5e-4
    green_checks.append((u, k, far, corrected_error))


def partial_wave(k):
    _, g1, g2 = g_derivatives(k)
    return (-mp.mpf(2)/15 - g1/(3*k)
            - (1 + 2*k*k)*g2/15 + mp.mpf(1)/(5*k*k))


# Energy integration must reproduce the partial wave for any cutoff.
for k in (1, 3):
    for cutoff in (1, 50):
        integral = 2*mp.quad(lambda u: third_order_moment(u, k, cutoff),
                             [0, 1, 5, mp.inf])
        assert abs(integral - 2*partial_wave(k)) < 1e-8

mp.mp.dps = 30
last = 200
wave_sum = mp.fsum(k*partial_wave(k) for k in range(1, last + 1))
wave_sum += -mp.mpf(2)/45*mp.zeta(3, last + 1)
wk_from_sum = float(-mp.mpf(4)/3*wave_sum)
wk = 19/45 - np.pi**2/27
assert abs(wk_from_sum - wk) < 1e-8

alpha = const.alpha
print(f"alpha = {alpha:.10f} (dimensionless)")
print(f"Uehling leading coefficient = {-4/15:.8f} (dimensionless)")
print(f"Uehling next coefficient 5 pi/48 = {slope:.8f} (dimensionless)")
for n, value in enumerate(slopes, 1):
    print(f"Dirac {n}s extracted slope = {value:.6f} (dimensionless)")
print(f"1s Uehling x^2 constant = {constant_1s:.8f} (dimensionless)")
for u, k, value, error in green_checks:
    print(f"Green test u={u:.1f}, k={k}: moment at R=80 "
          f"{float(value):.6f}, corrected error {float(error):.1e} "
          "(Compton units)")
for k in (1, 2, 3):
    print(f"k M_k for k={k}: {float(k*partial_wave(k)):.8f} (dimensionless)")
print(f"sum of k M_k = {float(wave_sum):.10f} (dimensionless)")
print(f"WK coefficient from partial waves = {wk_from_sum:.10f} (dimensionless)")
print(f"WK coefficient closed form = {wk:.10f} (dimensionless)")
print(f"WK/next Uehling = {wk/slope:.6f} times Z alpha (dimensionless)")
print(f"formal equality at Z alpha = {slope/wk:.4f} (dimensionless)")

print("1s scaled shifts F (all dimensionless)")
for z in (1, 20, 50, 80):
    x = z*alpha
    next_term = slope*x
    x2_term = x*x*(-2/15*np.log(x**-2) + constant_1s)
    full = uehling_1s_closed(x)
    print(f"Z={z}: Z alpha={x:.7f}, next={next_term:.8f}, "
          f"Uehling x^2={x2_term:.8f}")
    print(f"Z={z}: WK leading={wk*x*x:.8f}, full Uehling={full:.8f}")
    print(f"Z={z}: two-term Uehling={-4/15+next_term:.8f}, "
          f"three-order Uehling={-4/15+next_term+x2_term:.8f}")

scale = (alpha**5/np.pi*const.m_e*const.c**2/const.h)/1e6
x = alpha
x2_hydrogen = x*x*(-2/15*np.log(x**-2) + constant_1s)
print(f"hydrogen 1s scale = {scale:.6f} MHz")
print(f"hydrogen leading Uehling = {-4/15*scale:.6f} MHz")
print(f"hydrogen next Uehling = {slope*x*scale:.6f} MHz")
print(f"hydrogen Uehling x^2 terms = {x2_hydrogen*scale:.6f} MHz")
print(f"hydrogen leading WK = {wk*x*x*scale:.6f} MHz")
print(f"hydrogen full Uehling = {uehling_1s_closed(x)*scale:.6f} MHz")
print("success")
```

Running it gives:

```
alpha = 0.0072973526 (dimensionless)
Uehling leading coefficient = -0.26666667 (dimensionless)
Uehling next coefficient 5 pi/48 = 0.32724923 (dimensionless)
Dirac 1s extracted slope = 0.327245 (dimensionless)
Dirac 2s extracted slope = 0.327244 (dimensionless)
Dirac 3s extracted slope = 0.327244 (dimensionless)
1s Uehling x^2 constant = -0.63357345 (dimensionless)
Green test u=0.6, k=1: moment at R=80 0.437154, corrected error -7.8e-07 (Compton units)
Green test u=0.9, k=2: moment at R=80 0.914055, corrected error -6.4e-08 (Compton units)
k M_k for k=1: -0.03415526 (dimensionless)
k M_k for k=2: -0.00504145 (dimensionless)
k M_k for k=3: -0.00156778 (dimensionless)
sum of k M_k = -0.0425109889 (dimensionless)
WK coefficient from partial waves = 0.0566813185 (dimensionless)
WK coefficient closed form = 0.0566813185 (dimensionless)
WK/next Uehling = 0.173205 times Z alpha (dimensionless)
formal equality at Z alpha = 5.7735 (dimensionless)
1s scaled shifts F (all dimensionless)
Z=1: Z alpha=0.0072974, next=0.00238805, Uehling x^2=-0.00010361
Z=1: WK leading=0.00000302, full Uehling=-0.26438143
Z=1: two-term Uehling=-0.26427861, three-order Uehling=-0.26438222
Z=20: Z alpha=0.1459471, next=0.04776106, Uehling x^2=-0.02442696
Z=20: WK leading=0.00120734, full Uehling=-0.24091437
Z=20: two-term Uehling=-0.21890561, three-order Uehling=-0.24333257
Z=50: Z alpha=0.3648676, next=0.11940265, Uehling x^2=-0.12013935
Z=50: WK leading=0.00754589, full Uehling=-0.25133391
Z=50: two-term Uehling=-0.14726401, three-order Uehling=-0.26740337
Z=80: Z alpha=0.5837882, next=0.19104424, Uehling x^2=-0.26484173
Z=80: WK leading=0.01931748, full Uehling=-0.33102497
Z=80: two-term Uehling=-0.07562242, three-order Uehling=-0.34046415
hydrogen 1s scale = 813.862703 MHz
hydrogen leading Uehling = -217.030054 MHz
hydrogen next Uehling = 1.943547 MHz
hydrogen Uehling x^2 terms = -0.084323 MHz
hydrogen leading WK = 0.002457 MHz
hydrogen full Uehling = -215.170186 MHz
success
```
